# The Amar–Family island-size form for critical size one: fixing its constants: a numerical check

```python
"""Island-size form for critical size one: f(u) = C u exp(-a u**(1/a)).
u = island size / mean island size. Result under test: unit area and unit mean
fix a uniquely, through Gamma(3a)/Gamma(2a) = a**a, at a about 0.27, and then
C = a**(2a-1)/Gamma(2a). A lattice simulation of irreversible island growth
supplies a worked example and sizes the effects that the form leaves out.
"""
import math
import random
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, gammainc, gammaln, digamma, polygamma


def raw_moment(k, a, b):
    """Quadrature of u**k exp(-b u**(1/a)), cut where the exponential is e**-60."""
    top = (60.0 / b) ** a
    return quad(lambda u: u**k * math.exp(-b * u ** (1 / a)), 0, top,
                epsabs=1e-13, epsrel=1e-12, limit=300)[0]


def log_mean(a):
    """Logarithm of the mean of the area-normalized form."""
    return gammaln(3 * a) - gammaln(2 * a) - a * np.log(a)


# ---- the root, from gamma functions and from quadrature of the definition ----
a = brentq(log_mean, 0.1, 1.0, xtol=1e-14)
a_quad = brentq(lambda x: raw_moment(2, x, x) / raw_moment(1, x, x) - 1,
                0.2, 0.4, xtol=1e-13)
assert abs(a - a_quad) < 1e-8
C = a ** (2 * a - 1) / gamma(2 * a)
area = C * raw_moment(1, a, a)
mean = C * raw_moment(2, a, a)
assert abs(area - 1) < 1e-8 and abs(mean - 1) < 1e-8
trial = [0.26, 0.265, 0.27, 0.275, 0.28]
trial_mean = [raw_moment(2, x, x) / raw_moment(1, x, x) for x in trial]
assert trial_mean[1] < 1 < trial_mean[3]

# ---- uniqueness: slope of log_mean and the inequalities that bound it ----
grid = np.logspace(-3, 3, 3001)
step = 1e-4
slope = (log_mean(grid * (1 + step)) - log_mean(grid * (1 - step))) / (2 * grid * step)


def floor_function(x):
    return np.log(2 + 1 / x) - 1 / (x + 1)


floor = minimize_scalar(floor_function, bounds=(0.01, 50), method="bounded").fun
assert floor > 0 and np.all(floor_function(grid) >= floor - 1e-9)
assert np.all(slope > floor)
assert np.all(digamma(grid + 1) > np.log(grid + 0.5))
assert np.all(polygamma(1, grid + 1) > 1 / (grid + 1))
assert np.count_nonzero(np.diff(np.sign(log_mean(grid)))) == 1
assert abs(log_mean(1e-7) - math.log(2 / 3)) < 1e-4

# ---- peak position, second moment, share of small islands ----


def form(u):
    return C * u * np.exp(-a * u ** (1 / a))


peak = minimize_scalar(lambda u: -form(u), bounds=(0.2, 2), method="bounded",
                       options={"xatol": 1e-9}).x
assert abs(peak - 1) < 1e-5
second = gamma(4 * a) / (a ** (2 * a) * gamma(2 * a))
assert abs(second - C * raw_moment(3, a, a)) < 1e-8
small_share = gammainc(2 * a, a * 0.5 ** (1 / a))
assert abs(small_share - quad(form, 0, 0.5)[0]) < 1e-8

# ---- a free factor b in the exponent leaves a family; its peak is not at 1 ----
a_free = 0.5
b_free = brentq(lambda b: raw_moment(2, a_free, b) / raw_moment(1, a_free, b) - 1,
                0.1, 5.0)
peak_free = minimize_scalar(lambda u: -u * math.exp(-b_free * u ** (1 / a_free)),
                            bounds=(0.2, 2), method="bounded",
                            options={"xatol": 1e-9}).x
assert abs(peak_free - (a_free / b_free) ** a_free) < 1e-5
assert abs(peak_free - 1) > 0.1

# ---- example: rough typical values for iron on Fe(100) near room temperature ----
temperature, flux, coverage = 300.0, 0.03, 0.10       # K, ML/s, ML
barrier, bond, prefactor = 0.45, 0.60, 1e12           # eV, eV, 1/s
spacing = 0.287                                       # nm
kT = constants.k * temperature / constants.e          # eV
hop_rate = prefactor * math.exp(-barrier / kT)        # all four directions, 1/s
offsets = sorted(((i, j) for i in range(-20, 21) for j in range(-20, 21)),
                 key=lambda d: d[0] ** 2 + d[1] ** 2)


def deposit_film(L, ratio, theta, rng):
    """Random deposition and hopping; islands never lose atoms and stay compact.

    ratio = hop rate / flux per site. Each captured atom fills the free site
    nearest to the seed of its island. Atoms landing on an island join its edge.
    """
    sites = L * L
    nb = [(((p // L + 1) % L) * L + p % L, ((p // L - 1) % L) * L + p % L,
           (p // L) * L + (p + 1) % L, (p // L) * L + (p % L - 1) % L, p)
          for p in range(sites)]
    owner, near = [0] * sites, [0] * sites
    size, seed, used = [0], [0], [0]
    touching, mono, where = set(), [], set()

    def add_atom(i):
        while True:
            dx, dy = offsets[used[i]]
            used[i] += 1
            p = ((seed[i] // L + dx) % L) * L + (seed[i] % L + dy) % L
            if owner[p] == 0:
                break
        owner[p] = near[p] = i
        size[i] += 1
        for q in nb[p][:4]:
            if owner[q] not in (0, i):
                touching.update((i, owner[q]))
            if near[q] == 0:
                near[q] = i

    landed = on_top = 0
    target = round(theta * sites)
    while landed < target:
        x = rng() * (sites + ratio * len(mono))
        if x < sites:
            new = int(x)
            landed += 1
            on_top += owner[new] > 0
        else:
            x = (x - sites) / ratio
            k = int(x)
            old = mono[k]
            new = old if near[old] else nb[old][int(4 * (x - k))]
            where.remove(old)
            mono[k] = mono[-1]
            mono.pop()
        if near[new]:
            add_atom(near[new])
        elif where.isdisjoint(nb[new]):
            mono.append(new)
            where.add(new)
        else:
            partner = next(q for q in nb[new] if q in where)
            where.remove(partner)
            mono.remove(partner)
            size.append(0)
            seed.append(new)
            used.append(0)
            add_atom(len(size) - 1)
            add_atom(len(size) - 1)
    assert sum(size) + len(mono) == target
    assert sum(o > 0 for o in owner) == sum(size)
    return size[1:], len(mono), on_top, len(touching)


def run_films(L, films, rng):
    results = [deposit_film(L, hop_rate / flux, coverage, rng) for _ in range(films)]
    sizes = np.concatenate([np.array(r[0], float) for r in results])
    per_film = [np.mean(np.square(r[0])) / np.mean(r[0]) ** 2 for r in results]
    atoms = films * round(coverage * L * L)
    return {"sizes": sizes, "density": len(sizes) / (films * L * L),
            "second": np.mean(sizes**2) / np.mean(sizes) ** 2,
            "error": np.std(per_film, ddof=1) / math.sqrt(films),
            "monomers": sum(r[1] for r in results) / atoms,
            "on_top": sum(r[2] for r in results) / atoms,
            "touching": sum(r[3] for r in results) / len(sizes)}


rng = random.Random(12345).random
big = run_films(160, 8, rng)
little = run_films(80, 12, rng)
density = big["density"]
S = big["sizes"].mean()
sim_small = np.mean(big["sizes"] < 0.5 * S)
cell_shift = little["density"] / density - 1
assert abs(cell_shift) < 0.10          # statistical scatter of a few per cent
assert abs(big["second"] - second) < 0.15   # the form is only an approximation
density_cm2 = density / (spacing * 1e-7) ** 2
diameter = spacing * math.sqrt(4 * S / math.pi)
s = np.arange(2, int(20 * S))
discrete_area = np.sum(form(s / S)) / S
discrete_mean = np.sum(s / S * form(s / S)) / S
assert abs(discrete_area - 1) < 0.02 and abs(discrete_mean - 1) < 0.02
growth_rate = flux / density
breakup_rate = prefactor * math.exp(-(barrier + bond) / kT)
T_breakup = (barrier + bond) * constants.e / (
    constants.k * math.log(prefactor / growth_rate))
assert breakup_rate < 0.01 * growth_rate and T_breakup > temperature

print(f"a from gamma-function equation: {a:.8f}")
print(f"a from quadrature of the form: {a_quad:.8f}")
print(f"C: {C:.6f}")
print(f"Gamma(2a), Gamma(3a): {gamma(2*a):.6f}, {gamma(3*a):.6f}")
print(f"Gamma(3a)/Gamma(2a) and a^a: {gamma(3*a)/gamma(2*a):.6f}, {a**a:.6f}")
print(f"area and mean by quadrature: {area:.8f}, {mean:.8f}")
for x, m in zip(trial, trial_mean):
    print(f"mean of area-normalized form at a = {x:.3f}: {m:.5f}")
print(f"lower bound on slope of ln(mean): {floor:.4f}")
print(f"smallest slope found for a from 0.001 to 1000: {slope.min():.4f}")
print(f"peak position u: {peak:.6f}")
print(f"peak height f(1): {form(1.0):.5f}")
print(f"second moment of form: {second:.5f}")
print(f"standard deviation of u in form: {math.sqrt(second-1):.5f}")
print(f"free factor, a = {a_free}: b = {b_free:.5f}, peak u = {peak_free:.5f}")
print(f"temperature: {temperature:.0f} K; flux: {flux:.2f} ML/s")
print(f"coverage: {coverage:.2f} ML; lattice spacing: {spacing:.3f} nm")
print(f"hop barrier: {barrier:.2f} eV; dimer bond: {bond:.2f} eV")
print(f"hop prefactor: {prefactor:.1e} 1/s; hop rate: {hop_rate:.3e} 1/s")
print(f"hop rate / flux: {hop_rate/flux:.3e}")
print(f"simulated islands (8 cells of 160 x 160 sites): {len(big['sizes'])}")
print(f"island density: {density:.5f} per site = {density_cm2:.2e} cm^-2")
print(f"mean island size S: {S:.2f} atoms")
print(f"diameter of disc with mean area: {diameter:.2f} nm")
print(f"standard deviation of size from form: {S*math.sqrt(second-1):.1f} atoms")
print(f"second moment in simulation: {big['second']:.3f} +- {big['error']:.3f}")
print(f"share of islands below S/2, form: {100*small_share:.2f} %")
print(f"share of islands below S/2, simulation: {100*sim_small:.2f} %")
print(f"density shift, 80 x 80 cells against 160 x 160: {100*cell_shift:+.2f} %")
print(f"second moment in 80 x 80 cells: {little['second']:.3f}")
print(f"atoms left as monomers: {100*big['monomers']:.3f} %")
print(f"islands touching a neighbour: {100*big['touching']:.2f} %")
print(f"atoms landing on top of islands: {100*big['on_top']:.2f} %")
print(f"discrete sums from s = 2, area: {discrete_area:.5f}, mean: {discrete_mean:.5f}")
print(f"growth rate per island: {growth_rate:.2f} atoms/s")
print(f"dimer break-up rate: {breakup_rate:.2e} 1/s")
print(f"temperature where break-up equals growth: {T_breakup:.0f} K")
print("success")
```

Running it gives:

```
a from gamma-function equation: 0.27149983
a from quadrature of the form: 0.27149983
C: 1.109098
Gamma(2a), Gamma(3a): 1.636053, 1.148328
Gamma(3a)/Gamma(2a) and a^a: 0.701889, 0.701889
area and mean by quadrature: 1.00000000, 1.00000000
mean of area-normalized form at a = 0.260: 0.98808
mean of area-normalized form at a = 0.265: 0.99326
mean of area-normalized form at a = 0.270: 0.99844
mean of area-normalized form at a = 0.275: 1.00364
mean of area-normalized form at a = 0.280: 1.00884
lower bound on slope of ln(mean): 0.5805
smallest slope found for a from 0.001 to 1000: 0.9095
peak position u: 1.000000
peak height f(1): 0.84539
second moment of form: 1.18753
standard deviation of u in form: 0.43305
free factor, a = 0.5: b = 0.78540, peak u = 0.79788
temperature: 300 K; flux: 0.03 ML/s
coverage: 0.10 ML; lattice spacing: 0.287 nm
hop barrier: 0.45 eV; dimer bond: 0.60 eV
hop prefactor: 1.0e+12 1/s; hop rate: 2.756e+04 1/s
hop rate / flux: 9.188e+05
simulated islands (8 cells of 160 x 160 sites): 934
island density: 0.00456 per site = 5.54e+12 cm^-2
mean island size S: 21.90 atoms
diameter of disc with mean area: 1.52 nm
standard deviation of size from form: 9.5 atoms
second moment in simulation: 1.296 +- 0.008
share of islands below S/2, form: 13.76 %
share of islands below S/2, simulation: 18.84 %
density shift, 80 x 80 cells against 160 x 160: +2.78 %
second moment in 80 x 80 cells: 1.281
atoms left as monomers: 0.117 %
islands touching a neighbour: 6.75 %
atoms landing on top of islands: 5.36 %
discrete sums from s = 2, area: 0.99750, mean: 0.99989
growth rate per island: 6.58 atoms/s
dimer break-up rate: 2.29e-06 1/s
temperature where break-up equals growth: 473 K
success
```
